# Why F12 needs a strong-orthogonality projector and transcorrelation does not

## Definitions and conventions

Let $H=H_0+gW$, where $H_0$ is a one-electron operator and $W$ is a multiplicative repulsion. The reference $\Phi_0$ is the nondegenerate ground state of $H_0$, with energy $E_0$. The other eigenstates $|k\rangle$ lie above it by the gaps $\Delta_k>0$, and $\Delta_0=0$. All functions are real.

The orbital space $P$ is spanned by a set of these eigenstates that includes $\Phi_0$; the same letter denotes its projector. A primed sum omits $k=0$. The correlator is $\tau=gt$, with $t$ a symmetric multiplicative function of the interelectronic distances. Define

$$W_k=\langle k|W|\Phi_0\rangle,\qquad t_k=\langle k|t|\Phi_0\rangle,\qquad \gamma=(1-P)\,t\Phi_0 .$$

An F12 method adds the geminal $t\Phi_0$ to the wavefunction. Transcorrelation instead solves for the right eigenvector $\Phi_R$ of $\bar H=e^{-\tau}He^{\tau}$ in $P$; the physical function is $e^{\tau}\Phi_R$. In both methods the correlator overlaps $P$. What differs is how the overlap is removed. Second-order energies $E_2$ below are coefficients of $g^2$.

## Added geminals: when double counting occurs

The first-order function $\chi_1\perp\Phi_0$ obeys $(H_0-E_0)\chi_1=-(W-E_1)\Phi_0$, with $E_1=W_0$. Consider the Hylleraas functional

$$J[\chi]=2\langle\chi|W-E_1|\Phi_0\rangle+\langle\chi|H_0-E_0|\chi\rangle .$$

Replacing $(W-E_1)\Phi_0$ by $-(H_0-E_0)\chi_1$ and completing the square gives

$$J[\chi]=E_2+\langle\chi-\chi_1|H_0-E_0|\chi-\chi_1\rangle\ \ge E_2,$$

because $-\langle\chi_1|H_0-E_0|\chi_1\rangle=\langle\chi_1|W|\Phi_0\rangle=E_2$. With orbitals alone, $\chi=\sum_P' c_k|k\rangle$ and $J=\sum_P'(2c_kW_k+\Delta_kc_k^2)$. The minimum is at $c_k=-W_k/\Delta_k$, so

$$E_2(P)=-\sum_{k\in P}{}'\,\frac{W_k^2}{\Delta_k}.$$

Now add an unprojected geminal with coefficient $b$. Its $\Phi_0$ component does not affect $J$, since $H_0-E_0$ annihilates $\Phi_0$ and $\langle\Phi_0|W-E_1|\Phi_0\rangle=0$. The rest of its $P$ part merges with the orbital amplitudes, $c_k'=c_k+bt_k$:

$$J=\sum_{k\in P}{}'(2c_k'W_k+\Delta_kc_k'^2)+2b\langle\gamma|W|\Phi_0\rangle+b^2\langle\gamma|H_0-E_0|\gamma\rangle .$$

There is no cross term, because $\langle k|H_0-E_0|\gamma\rangle=\Delta_k\langle k|\gamma\rangle=0$ for $k\in P$. Minimizing over $c_k'$ and $b$ gives

$$E_2^{\rm joint}=E_2(P)-\frac{\langle\gamma|W|\Phi_0\rangle^2}{\langle\gamma|H_0-E_0|\gamma\rangle}.$$

Overlap alone therefore causes no double counting. If all overlaps and couplings are kept, the orbital amplitudes compensate for it, even when $b$ is held fixed. The fault appears when the orbital energy and the energy of the unprojected geminal are computed separately and added. In the limit $\gamma=0$ the geminal contributes nothing new, yet its separate energy can be as large as the orbital energy. Projection makes the separate addition legitimate.

If $P$ is not spanned by eigenstates of $H_0$, the cross term generally survives. Projection then does not suffice, and the coupling must be kept.

## What strong orthogonality adds

Let $O_i$ and $V_i$ project electron $i$ onto the occupied and virtual orbitals of the basis, and let $C_i=1-O_i-V_i$. The strongly orthogonal pair projector is

$$Q=(1-O_1)(1-O_2)-V_1V_2 .$$

Removing the orbital product space alone would use $1-(O_1+V_1)(O_2+V_2)$. Expanding both expressions and subtracting gives

$$\bigl[1-(O_1+V_1)(O_2+V_2)\bigr]-Q=O_1C_2+C_1O_2 .$$

Thus $Q$ also removes single excitations to orbitals outside the basis. They are legitimate contributions, but must be included separately.

The occupied part has a second purpose when there are spectator electrons. Take a normalized antisymmetric pair function $w(1,2)$ and a same-spin spectator in orbital $\varphi$. The three-electron function is

$$\Psi=\frac{w(1,2)\varphi(3)+w(2,3)\varphi(1)+w(3,1)\varphi(2)}{\sqrt3}.$$

Define $m(2)=\int\varphi(1)w(1,2)\,d1$. The three diagonal terms contribute 1 to $\langle\Psi|\Psi\rangle$. Each of the six cross terms contributes $-\|m\|^2/3$, because $\int w(2,3)\varphi(3)\,d3=-m(2)$. Hence

$$\langle\Psi|\Psi\rangle=1-2\|m\|^2 .$$

Removing $\varphi$ from both coordinates of $w$ subtracts $\varphi(1)m(2)-m(1)\varphi(2)$. The squared norm of this part is $2\|m\|^2$, since $\langle\varphi|m\rangle=0$ by antisymmetry. The projected pair therefore has the norm that the exclusion principle allows, whereas an isolated, unprojected pair does not. As an example, take eight lattice sites with unit hopping and a trap $0.1x^2$. Let $w$ be the determinant of the two lowest orbitals times $e^{-d/2}$ ($d$ the site distance), normalized, and put the spectator in the third orbital. The allowed squared norm is 0.849, so the unprojected pair counts 15% of its squared norm in forbidden configurations. The fraction is specific to this choice: it is about 32% for $e^{-d}$ and 5% for $e^{-d/4}$, and smaller for the fourth and fifth orbitals as spectator.

Transcorrelation does not evaluate isolated pair functions. The symmetric factor $e^\tau$ multiplies an antisymmetric $N$-electron function, and the product is again antisymmetric.

## How the similarity transform removes the overlap

In the complete space, $H\Psi=E\Psi$ is equivalent to $\bar H\Phi_R=E\Phi_R$ with $\Psi=e^\tau\Phi_R$. No basis vector has been added. That alone does not settle what happens in a finite $P$, so the amplitudes are needed. Since $[W,t]=0$, expansion through second order gives

$$\bar H=H_0+g\bigl(W+[H_0,t]\bigr)+\tfrac12g^2[[H_0,t],t]+\cdots$$

For a continuum kinetic energy and a local external potential the series ends here: the double commutator is multiplicative and commutes with $t$.

The first-order operator $A=W+[H_0,t]$ is not Hermitian. Its two relevant matrix elements are

$$\langle k|A|\Phi_0\rangle=W_k+\Delta_kt_k,\qquad \langle\Phi_0|A|k\rangle=W_k-\Delta_kt_k .$$

Write $\Phi_R=\Phi_0+g\sum_P'c_k|k\rangle+O(g^2)$. Projecting the eigenvalue equation onto $\langle k|$ at order $g$ gives $\Delta_kc_k+W_k+\Delta_kt_k=0$, or

$$c_k=-\frac{W_k}{\Delta_k}-t_k .$$

The first term is the ordinary orbital amplitude; the second subtracts the part already supplied by the correlator. Multiplication by $e^{gt}$ restores $gt\Phi_0=g(t_0\Phi_0+\sum_P't_k|k\rangle+\gamma)$, so

$$e^\tau\Phi_R=(1+gt_0)\Phi_0+g\left[-\sum_{k\in P}{}'\frac{W_k}{\Delta_k}|k\rangle+\gamma\right]+O(g^2).$$

The projected geminal $\gamma$ has appeared without a projector in the ansatz.

The same cancellation occurs in the energy. The double commutator contributes

$$\tfrac12\langle\Phi_0|H_0t^2-2tH_0t+t^2H_0|\Phi_0\rangle=-\langle t\Phi_0|H_0-E_0|t\Phi_0\rangle=-\sum_{\text{all }k}\Delta_kt_k^2 .$$

The first-order amplitudes contribute

$$\sum_{k\in P}{}'(W_k-\Delta_kt_k)c_k=-\sum_{k\in P}{}'\frac{W_k^2-\Delta_k^2t_k^2}{\Delta_k}=E_2(P)+\sum_{k\in P}\Delta_kt_k^2 .$$

Adding the two cancels every correlator term inside $P$:

$$\boxed{E_2^{\rm TC}=E_2(P)-\sum_{k\notin P}\Delta_kt_k^2=E_2(P)-\langle\gamma|H_0-E_0|\gamma\rangle .}$$

This form assumes that $P$ is spanned by eigenstates of $H_0$. If $P$ contains $\Phi_0$ but is otherwise general, let $h=H_0-E_0$ and let $G$ be the inverse of $PhP$ on the part of $P$ orthogonal to $\Phi_0$, so that $E_2(P)=-\langle\Phi_0|WGW|\Phi_0\rangle$. The same steps give orbital amplitudes $-GW\Phi_0-(P-|\Phi_0\rangle\langle\Phi_0|)t\Phi_0-Gh\gamma$ and $E_2^{\rm TC}=E_2(P)-\langle\gamma|h|\gamma\rangle+\langle\gamma|hGh|\gamma\rangle$. The terms inside $P$ still cancel, but a non-negative coupling term remains, which diagonalizing $\bar H$ includes automatically. In the trap example below, taking the five virtual orbitals from oscillators of frequency 0.5, 2 or 3 makes this term about 0.0001 to 0.002.

The algebra holds for any electron number, but it needs the full double commutator. This includes three-electron terms, which come from products of gradients of two different pair correlators. Omitting them subtracts their reference expectation value from $E_2^{\rm TC}$. That value can have either sign, so the omission can raise or lower the energy.

## How large the effects are

Consider two opposite-spin electrons in a one-dimensional harmonic trap, in oscillator units:

$$H=\sum_{i=1}^2\left(-\tfrac12\partial_i^2+\tfrac12x_i^2\right)+g\,\delta(r),\qquad r=x_1-x_2 .$$

The relative kinetic energy is $-\partial_r^2$. Integrating the eigenvalue equation across $r=0$ gives $\psi'(0^+)/\psi(0)=g/2$. The choice $\tau=-(g\ell/2)e^{-|r|/\ell}$ has this slope. Its derivatives are $\tau'=(g/2)\,{\rm sgn}(r)e^{-|r|/\ell}$ and $\tau''=g\delta(r)-(g/2\ell)e^{-|r|/\ell}$. The transform adds $-\tau''-\tau'^2-\tau'(\partial_1-\partial_2)$ to $H$, and the contact term cancels:

$$\bar H=H_0+\frac g{2\ell}e^{-|r|/\ell}-\frac{g^2}{4}e^{-2|r|/\ell}-\frac g2{\rm sgn}(r)e^{-|r|/\ell}(\partial_1-\partial_2).$$

The exact $E_2$ comes from the even relative states, which have gaps $2m$ and $\psi_{2m}(0)^2=\psi_0(0)^2\binom{2m}{m}4^{-m}$, with $\psi_0(0)^4=1/2\pi$:

$$E_2=-\frac1{2\pi}\sum_{m\ge1}\frac{\binom{2m}{m}}{4^m\,2m}=-\frac{\ln2}{2\pi}=-0.11032 .$$

The sum follows from $\sum_{m\ge1}\binom{2m}{m}(x/4)^m=(1-x)^{-1/2}-1$: divide by $2x$ and integrate from 0 to 1. With $s=\sqrt{1-x}$ the integral becomes $\int_0^1ds/(1+s)=\ln2$.

Take $\ell=1$ and six orbitals, and quote energy coefficients in $\hbar\omega$. Orbitals alone give $-0.06757$, and the unprojected geminal alone gives $-0.10764$. Their sum, $-0.17521$, exceeds the exact magnitude by 59%. The projected geminal gives $-0.04274$, and the correct sum is $-0.11031$. The joint calculation with the unprojected geminal gives the same value, as derived. If the outside singles get their own amplitudes and the strongly orthogonal geminal its own coefficient, they give $-0.00031$ and $-0.04243$. These two add, because $H_0$ does not couple them. The extra freedom means their sum can only lie at or below the single-coefficient value $-0.04274$; in this example the two agree to the digits shown.

For transcorrelation, $\sum\Delta_kt_k^2$ is $0.04185$ inside $P$ and $0.04220$ outside. The inside part cancels, leaving

$$E_2^{\rm TC}=-0.06757-0.04220=-0.10977 .$$

Without the cancellation it would be $-0.15162$. The amplitude for both electrons in the first excited orbital shows the mechanism: $-0.099736-(-0.068682)=-0.031054$ per unit $g$. Numerical derivatives of the eigenvalue and eigenvector of $\bar H$ agree with both formulas.

## Where transcorrelation can still fail

**Frozen amplitudes.** Suppose the amplitudes of the bare $H$ are kept and the result is multiplied by $e^\tau$. The component in $P$ is then wrong by $t_k$, and $J$ rises by $\sum_P\Delta_kt_k^2=0.0419$. At $g=1$ the expectation value of $H$ is $1.3546\,\hbar\omega$ with frozen amplitudes and $1.3068\,\hbar\omega$ with transcorrelated ones. At this coupling the frozen result is worse than ordinary six-orbital configuration interaction (CI), $1.3340\,\hbar\omega$. That ordering depends on $g$: in second order the penalty $0.0419$ is slightly smaller than the gain of about $0.0427$ from $\gamma$, so for very small positive $g$ (below about 0.03 in this example) the frozen function lies marginally below CI, having lost almost all the benefit of the correlator. Here double counting raises the energy, because an expectation value penalizes a wrong function.

**A poor correlator outside $P$.** Let $\gamma=(1-P)\chi_1+\delta$. The boxed formula has an error linear in $\delta$, whereas $J$ has a quadratic one. Doubling the correlator multiplies the outside term by four: $-0.06757-4(0.04220)=-0.23637$, far below the exact coefficient. Nothing inside $P$ has been counted twice; the outside function is too large, and the projected energy is not variational.

**A finite basis at finite coupling.** At $g=1$ the exact energy is $1.30675\,\hbar\omega$. With six orbitals, transcorrelation gives $1.30547$, an error of $-0.0013\,\hbar\omega$, against $+0.0273\,\hbar\omega$ for ordinary CI. With twenty orbitals the errors are $-0.0002$ and $+0.0131\,\hbar\omega$. The transcorrelated values lie below the exact energy, so they are not upper bounds.

## What to do in practice

- In F12, project whenever geminal and orbital energies are evaluated separately. Include outside singles as their own contribution, and retain the orbital–geminal coupling if $H_0$ does not make it vanish.
- In transcorrelation, determine the orbital amplitudes with $\bar H$ itself. Do not reuse bare amplitudes or add a separate geminal energy for the same correlator.
- If a transcorrelated energy is too low, examine the correlator's strength and range, the basis size and any omitted three-electron terms. A low value is not by itself evidence of double counting.

The numerical output below gives the remaining digits and the three-fermion values.

## Numbers as computed

```
Trap model; energies in hbar*omega, lengths in oscillator lengths
coupling g = 1.0 hbar*omega*length; range ell = 1.0 length
orbitals in the main example = 6; symmetric pair functions = 21
Second-order coefficients of g^2 (g in oscillator units), hbar*omega:
  exact                                  -0.110318
  orbitals alone                         -0.067571
  unprojected geminal alone              -0.107639
  naive sum orbitals + geminal           -0.175210
  geminal with orbital space removed     -0.042743
  orbitals + that geminal                -0.110314
  joint solution, unprojected geminal    -0.110314
  singles to orbitals outside the basis  -0.00031101
  strongly orthogonal geminal            -0.042432
  orbitals + singles + that geminal      -0.110314
share of geminal norm^2 in P, reference removed: 0.8961
Transcorrelation, second-order coefficients, hbar*omega:
  sum gap*t^2, all states                0.084051
  sum gap*t^2, inside P                  0.041850
  sum gap*t^2, outside P                 0.042201
  from numerical eigenvalues             -0.109772
  from formula                           -0.109772
  if inside part did not cancel          -0.151622
  correlator twice too strong            -0.236375
First-order amplitude of pair function (1,1), per unit g:
  bare Hamiltonian                       -0.099736
  overlap t_k of correlator              -0.068682
  transcorrelated, numerical             -0.031054
  transcorrelated, formula               -0.031054
largest amplitude deviation (per unit g) = 1.3e-09
largest H-bar element deviation = 1.9e-13 hbar*omega
Exact energy at g = 1.0: 1.306746 hbar*omega
orbitals   ordinary CI   transcorrelated   (hbar*omega)
    3      1.351304      1.304793
    6      1.334027      1.305469
   12      1.324374      1.306245
   20      1.319833      1.306510
Expectation value of H with exp(tau), six orbitals, hbar*omega:
  bare amplitudes frozen                 1.354575
  transcorrelated amplitudes             1.306777
Lattice: 8 sites, 5 orbitals, 3 fermions; unit: hopping energy
  E2 orbitals alone                      -0.016015
  sum gap*t^2 inside P, outside P        0.021684, 0.003337
  E2 transcorrelated: numerical, formula -0.019352, -0.019352
Spectator test, norm^2 (dimensionless), unprojected pair = 1:
  antisymmetrized three-fermion function 0.848868
  pair with spectator orbital removed    0.848868
```
